# The mean-value point of the simple cubic lattice and its error: verification in Python

```python
"""Mean-value point of the simple cubic lattice.

Result under test: at k* = (pi/2a)(1,1,1) the shell harmonics
A_m(k) = sum over R in shell m of exp(i k.R) equal their zone average (zero)
for the first three shells, but the fourth shell gives -6 instead of zero.
For f(k) = sum f_R exp(i k.R), even in each component of k, the error is
f(k*) - f_0 = sum over n != 0 of (-1)^(n1+n2+n3) f_(2 a n).

Symbols: a lattice constant; k is handled as the dimensionless k*a;
D p-d level separation; t_pi, t_sigma p-d hoppings; pp_sigma, pp_pi
oxygen-oxygen hoppings; shear relative mirror-breaking change of the latter.
Band energies are per formula unit, both spins, with the p level as zero.
The material parameters are rough values in the regime of SrTiO3.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, k as k_boltzmann, e as charge

hartree_ev = physical_constants["Hartree energy in eV"][0]
k_star = np.full(3, np.pi / 2)
rng = np.random.default_rng(4)

# ---- shell harmonics from explicit lattice vectors ----
shells = {}
for n in itertools.product(range(-3, 4), repeat=3):
    r2 = sum(c * c for c in n)
    if 0 < r2 <= 8:
        shells.setdefault(r2, []).append(n)
shell_list = [np.array(shells[r2]) for r2 in sorted(shells)]


def harmonic(vectors, kpts):
    return np.exp(1j * np.atleast_2d(kpts) @ vectors.T).sum(axis=1)


nodes, weights = np.polynomial.legendre.leggauss(24)
cube = np.array(list(itertools.product(np.pi * nodes, repeat=3)))
cube_w = np.array([np.prod(w) for w in
                   itertools.product(weights / 2, repeat=3)])
star_values, zone_means = [], []
for vectors in shell_list:
    star_values.append(harmonic(vectors, k_star)[0].real)
    zone_means.append((cube_w @ harmonic(vectors, cube)).real)
assert np.allclose(zone_means, 0, atol=1e-9)
assert np.allclose(star_values[:3], 0, atol=1e-12)
assert abs(star_values[3] + 6) < 1e-12

# ---- polynomial forms, the identity, and uniqueness ----
k_random = rng.uniform(-np.pi, np.pi, (40, 3))
A1, A2, A3, A4 = [harmonic(v, k_random) for v in shell_list[:4]]
c1, c2, c3 = np.cos(k_random).T
assert np.allclose(A1, 2 * (c1 + c2 + c3))
assert np.allclose(A2, 4 * (c1 * c2 + c2 * c3 + c3 * c1))
assert np.allclose(A3, 8 * c1 * c2 * c3)
assert np.allclose(A4, 4 * (c1**2 + c2**2 + c3**2) - 6)
assert np.allclose(A4, A1**2 - 2 * A2 - 6)
x, y, z = sp.symbols("x y z")
basis = sp.groebner([x + y + z, x*y + y*z + z*x, x*y*z], x, y, z, order="lex")
assert basis.contains(z**3) and basis.contains(x**3) and basis.contains(y**3)

# ---- single vectors: what is lost without mirror symmetry ----
four_points = k_star * np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
wave_plus = np.cos(four_points @ np.array([1, 1, 0]))
wave_minus = np.cos(four_points @ np.array([1, -1, 0]))
assert abs(wave_plus[0] + 1) < 1e-12 and abs(wave_minus[0] - 1) < 1e-12
for vectors in shell_list[:3]:
    for vector in vectors:
        assert abs(np.cos(four_points @ vector).mean()) < 1e-12

# ---- worked example: filled p-d bonding bands ----
a_angstrom, D, D_eg = 3.9, 3.2, 5.2
t_pi, t_sigma, pp_sigma, pp_pi, shear = 1.0, -2.0, 0.4, -0.1, 0.2


def pi_band_energy(kpts):
    s2 = np.sin(np.atleast_2d(kpts) / 2)**2
    total = 0
    for i, j in ((0, 1), (1, 2), (0, 2)):
        total = total + D/2 - np.sqrt(D**2/4 + 4*t_pi**2*(s2[:, i] + s2[:, j]))
    return 2 * total


def full_bands(kpts, sigma, pps, ppp, distortion=0.0):
    """Eigenvalues of the model with nine oxygen p and five metal d orbitals."""
    kpts = np.atleast_2d(kpts)
    H = np.zeros((len(kpts), 14, 14), complex)
    H[:, [9, 10, 11], [9, 10, 11]] = D
    H[:, [12, 13], [12, 13]] = D_eg
    t2g = {(0, 1): 9, (1, 2): 10, (0, 2): 11}
    eg = [(np.sqrt(3)/2, -0.5), (-np.sqrt(3)/2, -0.5), (0.0, 1.0)]
    for i in range(3):
        phase = 2j * np.sin(kpts[:, i] / 2)
        for j in range(3):
            if j != i:
                H[:, t2g[tuple(sorted((i, j)))], 3*i + j] = phase * t_pi
        for m in range(2):
            H[:, 12 + m, 3*i + i] = phase * sigma * eg[i][m]
    for i, j in ((0, 1), (1, 2), (0, 2)):
        for s1, s2 in itertools.product((1, -1), repeat=2):
            delta = np.zeros(3)
            delta[i], delta[j] = s1 / 2, s2 / 2
            along = 2 * np.outer(delta, delta)
            hop = pps * along + ppp * (np.eye(3) - along)
            hop = hop * (1 + distortion * s1 * s2)
            wave = np.exp(1j * kpts @ delta)[:, None, None]
            # the lower triangle holds the bra on the second oxygen
            H[:, 3*j:3*j+3, 3*i:3*i+3] += wave.conj() * hop.T
    return np.linalg.eigvalsh(H, UPLO="L")


def full_energy(kpts, *parameters):
    return 2 * full_bands(kpts, *parameters)[:, :9].sum(axis=1)


def mesh(n, shift=0.0):
    line = 2 * np.pi * (np.arange(n) + shift) / n
    return np.array(list(itertools.product(line, repeat=3)))


def fourier(values, n):
    return np.fft.fftn(values.reshape(n, n, n)).real / n**3


def even_vector_error(coefficients, reach):
    total = 0.0
    for n in itertools.product(range(-reach, reach + 1), repeat=3):
        if any(n):
            total += (-1)**(sum(n) % 2) * coefficients[tuple(2*c for c in n)]
    return total


# closed band formula against diagonalization
assert np.allclose(pi_band_energy(k_random), full_energy(k_random, 0, 0, 0))

pi_star = pi_band_energy(k_star)[0]
fine_nodes, fine_w = np.polynomial.legendre.leggauss(40)
half = np.pi * (fine_nodes + 1) / 2
gx, gy = np.meshgrid(half, half, indexing="ij")
gs = np.sin(gx/2)**2 + np.sin(gy/2)**2
band = D/2 - np.sqrt(D**2/4 + 4*t_pi**2*gs)
pi_mean = 6 * (fine_w @ band @ fine_w) / 4
pi_error = pi_star - pi_mean
root_squared = D**2/4 + 4*t_pi**2
assert abs(pi_star - 6*(D/2 - np.sqrt(root_squared))) < 1e-12
leading_error = -3 * t_pi**4 / root_squared**1.5
assert abs(leading_error / pi_error - 1) < 0.15

coef_pi = fourier(pi_band_energy(mesh(18)), 18)   # k* is not on this mesh
assert abs(even_vector_error(coef_pi, 4) - pi_error) < 1e-5
fourth_part = -6 * coef_pi[2, 0, 0]
part_220 = 12 * coef_pi[2, 2, 0]
part_400 = 6 * coef_pi[4, 0, 0]
assert abs(fourth_part / pi_error - 1) < 0.15
gamma_error = pi_band_energy(np.zeros(3))[0] - pi_mean
mesh4_error = pi_band_energy(mesh(4, 0.5)).mean() - pi_mean
assert abs(mesh4_error) < 0.05 * abs(pi_error) < abs(gamma_error)

# ---- size of what the hand model neglects ----
n_mesh = 14                                       # k* is not on this mesh
grid = mesh(n_mesh)
sigma_model = (t_sigma, 0.0, 0.0)
oxygen_model = (t_sigma, pp_sigma, pp_pi)
sheared_model = oxygen_model + (shear,)
sigma_error = (full_energy(k_star, *sigma_model)[0]
               - full_energy(grid, *sigma_model).mean())
oxygen_levels = full_bands(grid, *oxygen_model)
oxygen_values = 2 * oxygen_levels[:, :9].sum(axis=1)
gap = oxygen_levels[:, 9].min() - oxygen_levels[:, 8].max()
assert gap > 0.5
assert abs(full_energy(mesh(12), *oxygen_model).mean()
           - oxygen_values.mean()) < 1e-3
coef_full = fourier(oxygen_values, n_mesh)
oxygen_star = full_energy(k_star, *oxygen_model)[0]
oxygen_error = oxygen_star - oxygen_values.mean()
assert abs(even_vector_error(coef_full, 3) - oxygen_error) < 2e-3

mirrored = k_random * np.array([-1, 1, 1])
assert np.allclose(full_energy(k_random, *oxygen_model),
                   full_energy(mirrored, *oxygen_model))
assert not np.allclose(full_energy(k_random, *sheared_model),
                       full_energy(mirrored, *sheared_model), atol=1e-4)
assert np.allclose(full_energy(k_random, *sheared_model),
                   full_energy(-k_random, *sheared_model))
sheared_mean = full_energy(grid, *sheared_model).mean()
sheared_points = full_energy(four_points, *sheared_model)
one_point_error = sheared_points[0] - sheared_mean
four_point_error = sheared_points.mean() - sheared_mean
mirror_leak = one_point_error - four_point_error
assert abs(mirror_leak) > 1e-3
assert abs(four_point_error - oxygen_error) < abs(mirror_leak)
temperature = 300.0
thermal_factor = np.exp(-gap * charge / (2 * k_boltzmann * temperature))

# ---- output ----
print("shell: vector/a, members, length (angstrom), A(k*), zone mean")
for m, vectors in enumerate(shell_list):
    v = sorted(np.abs(vectors[0]), reverse=True)
    length = a_angstrom * np.linalg.norm(v)
    label = "".join(str(int(c)) for c in v)
    print(f" {m+1}: {label} {len(vectors):3d} {length:7.3f}"
          f" {star_values[m]+0.0:7.3f} {abs(zone_means[m]):6.3f}")
print(f"lattice constant a = {a_angstrom:.1f} angstrom")
print(f"each component of k* = {np.pi/(2*a_angstrom):.4f} 1/angstrom")
print(f"(1,1,0) wave at k*: {wave_plus[0]:.1f}; (1,-1,0): {wave_minus[0]:.1f}")
print(f"D = {D:.1f} eV, pi hopping = {t_pi:.1f} eV")
print(f"D^2/4 + 4t^2 = {root_squared:.3f} eV^2")
print(f"its square root = {np.sqrt(root_squared):.4f} eV")
print("pi-bonded bands, per formula unit:")
print(f" F(k*) = {pi_star:.4f} eV")
print(f" zone mean of F = {pi_mean:.4f} eV")
print(f" error of k* = {pi_error:.4f} eV = {pi_error/hartree_ev:.5f} hartree")
print(f" relative error = {100*pi_error/pi_mean:.2f} percent")
print(f" leading-order error = {leading_error:.4f} eV")
print(f" coefficient f_200 = {coef_pi[2,0,0]:.5f} eV")
print(f" fourth-shell part = {fourth_part:.4f} eV")
print(f" (2,2,0) shell part = {part_220:.4f} eV")
print(f" (4,0,0) vectors part = {part_400:.4f} eV")
print(f" error of zone centre = {gamma_error:.4f} eV")
print(f" error of shifted 4x4x4 mesh = {mesh4_error:.5f} eV")
print("neglected effects, per formula unit:")
print(f" upper d level = {D_eg:.1f} eV, sigma hopping = {t_sigma:.1f} eV")
print(f" k* error with sigma bonds = {sigma_error:.4f} eV")
print(f" O-O hoppings = {pp_sigma:.1f} and {pp_pi:.1f} eV")
print(f" k* error with O-O hopping too = {oxygen_error:.4f} eV")
print(f" full-model F(k*) = {oxygen_star:.4f} eV")
print(f" full-model zone mean = {oxygen_values.mean():.4f} eV")
print(f" full-model f_100 = {coef_full[1,0,0]:.5f} eV")
print(f" full-model f_110 = {coef_full[1,1,0]:.5f} eV")
print(f" full-model f_111 = {coef_full[1,1,1]:.5f} eV")
print(f" full-model f_200 = {coef_full[2,0,0]:.5f} eV")
print(f" mirror-breaking change of O-O hopping = {100*shear:.0f} percent")
print(f" one-point error, mirrors broken = {one_point_error:.4f} eV")
print(f" four-point error, mirrors broken = {four_point_error:.4f} eV")
print(f" leak from lost mirrors = {mirror_leak:.4f} eV")
print(f" full-model gap = {gap:.3f} eV")
print(f" exp(-gap/2kT) at {temperature:.0f} K = {thermal_factor:.1e}")
print("every check passed")
```

Output:

```
shell: vector/a, members, length (angstrom), A(k*), zone mean
 1: 100   6   3.900   0.000  0.000
 2: 110  12   5.515   0.000  0.000
 3: 111   8   6.755   0.000  0.000
 4: 200   6   7.800  -6.000  0.000
 5: 210  24   8.721  -0.000  0.000
 6: 211  24   9.553   0.000  0.000
 7: 220  12  11.031  12.000  0.000
lattice constant a = 3.9 angstrom
each component of k* = 0.4028 1/angstrom
(1,1,0) wave at k*: -1.0; (1,-1,0): 1.0
D = 3.2 eV, pi hopping = 1.0 eV
D^2/4 + 4t^2 = 6.560 eV^2
its square root = 2.5612 eV
pi-bonded bands, per formula unit:
 F(k*) = -5.7675 eV
 zone mean of F = -5.5753 eV
 error of k* = -0.1922 eV = -0.00706 hartree
 relative error = 3.45 percent
 leading-order error = -0.1786 eV
 coefficient f_200 = 0.03397 eV
 fourth-shell part = -0.2038 eV
 (2,2,0) shell part = 0.0103 eV
 (4,0,0) vectors part = 0.0021 eV
 error of zone centre = 5.5753 eV
 error of shifted 4x4x4 mesh = -0.00210 eV
neglected effects, per formula unit:
 upper d level = 5.2 eV, sigma hopping = -2.0 eV
 k* error with sigma bonds = -0.5138 eV
 O-O hoppings = 0.4 and -0.1 eV
 k* error with O-O hopping too = -0.5194 eV
 full-model F(k*) = -12.6349 eV
 full-model zone mean = -12.1155 eV
 full-model f_100 = 1.73442 eV
 full-model f_110 = 0.06172 eV
 full-model f_111 = -0.00021 eV
 full-model f_200 = 0.09350 eV
 mirror-breaking change of O-O hopping = 20 percent
 one-point error, mirrors broken = -0.5100 eV
 four-point error, mirrors broken = -0.5197 eV
 leak from lost mirrors = 0.0097 eV
 full-model gap = 2.200 eV
 exp(-gap/2kT) at 300 K = 3.3e-19
every check passed
```
